# Energy curvature at fractional electron number in hybrid functionals: lithium, part 1

(Sections cited here and not found follow in the second part.)

## Question

The exact ground-state energy of an atom, continued to a fractional electron number $N$, is a straight line between integers. Why does Hartree-Fock bend above this line and a semilocal functional below it? And since the two errors have opposite sign, what fraction $\alpha$ of Hartree-Fock exchange in a global hybrid cancels the curvature for a small atom such as lithium?

## Answer

### What is being curved

Hartree atomic units, real orbitals and unrestricted spin are used throughout. Write $N=N_0+f$ with $N_0$ an integer and $0\le f\le1$.

The exact line comes from an ensemble. A mixture of $M$-electron states with probabilities $p_M$ has an energy of at least $\sum_M p_ME_M$, where $E_M$ are the ground-state energies. Minimizing this sum under $\sum p_M=1$ and $\sum p_MM=N$ gives the lower convex hull of the points $(M,E_M)$. If the integer energies form a convex sequence, which is assumed here, every integer point lies on the hull and $E=(1-f)E_{N_0}+fE_{N_0+1}$.

An approximate functional is not averaged in this way. It is evaluated on one density matrix with a fractional occupation,
$$\gamma=\sum_i n_i|i\rangle\langle i|=\sum_{i\,\in\,\text{full}}|i\rangle\langle i|+f\,|h\rangle\langle h| ,$$
where $h$ is a single, non-degenerate spin orbital, and $E(f)$ is the minimum over orthonormal orbitals. The curvature is $\kappa(f)=E''(f)$. Concave means $\kappa\le0$ (above the chord), convex means $\kappa\ge0$ (below it).

The mechanism has two parts. At frozen orbitals, the Hartree energy contains the repulsion of the fractional electron with itself, which grows as $f^2$ and is convex; the question is whether exchange removes it. When the orbitals are then allowed to relax, the energy can only bend toward concavity. Hartree-Fock removes the first part exactly and keeps only the second. A semilocal functional removes only part of it on average over $f$ (in the examples below, $1.072/1.875=57\%$ for a hydrogenic $1s$ orbital with local exchange, and about a quarter for the lithium $2s$ electron at $f=\tfrac12$), and it can remove more than all of it at small $f$.

### Hartree-Fock is concave

With the notation $(pq|rs)=\iint\phi_p(\mathbf r)\phi_q(\mathbf r)\phi_r(\mathbf r')\phi_s(\mathbf r')/|\mathbf r-\mathbf r'|$, $J_{ij}=(ii|jj)$ and $K_{ij}=(ij|ij)$, inserting $\gamma$ in the Hartree-Fock functional gives
$$E_{\rm HF}=\sum_in_ih_{ii}+\tfrac12\sum_{ij}n_in_jW_{ij},\qquad W_{ij}=J_{ij}-\delta_{\sigma_i\sigma_j}K_{ij},$$
where $h_{ii}$ is the kinetic plus nuclear energy of orbital $i$. For $i=j$ the two integrals are the same, so $W_{ii}=0$. The only candidate for an $f^2$ term is $\tfrac12f^2W_{hh}$, and it vanishes. For any frozen orbital set $\Phi$ the energy is therefore a straight line,
$$E_{\rm HF}(\Phi,f)=\mathcal A(\Phi)+f\,\mathcal B(\Phi),\qquad \mathcal B=h_{hh}+\sum_{i\,\in\,\text{full}}W_{ih},$$
with $\mathcal A$ the energy of the full orbitals alone.

Take two occupations $f_1,f_2$, a weight $0\le\lambda\le1$, and $f=\lambda f_1+(1-\lambda)f_2$. For every $\Phi$, linearity gives $E_{\rm HF}(\Phi,f)=\lambda E_{\rm HF}(\Phi,f_1)+(1-\lambda)E_{\rm HF}(\Phi,f_2)$. Each term on the right is at least the minimum at its own occupation, so $E_{\rm HF}(\Phi,f)\ge\lambda E(f_1)+(1-\lambda)E(f_2)$. The right side does not depend on $\Phi$, so the inequality survives minimization of the left side:
$$E(f)\ge\lambda E(f_1)+(1-\lambda)E(f_2).$$
This is concavity. The proof needs only that the family of allowed $\Phi$ is the same for all $f$; it holds in any basis, and it holds for an infimum that is not attained.

The restriction to one fractional orbital costs nothing in Hartree-Fock. For equal spins, expanding the square shows
$$J_{ij}-K_{ij}=\tfrac12\iint\frac{[\phi_i(\mathbf r)\phi_j(\mathbf r')-\phi_j(\mathbf r)\phi_i(\mathbf r')]^2}{|\mathbf r-\mathbf r'|}\ge0,$$
because the two squared terms give $J_{ij}$ each and the cross term gives $-2K_{ij}$. For opposite spins $W_{ij}=J_{ij}>0$. Moving an occupation $\delta$ from $j$ to $i$ turns $n_in_jW_{ij}$ into $(n_i+\delta)(n_j-\delta)W_{ij}$, whose $\delta^2$ term is $-\delta^2W_{ij}$, while all other terms are linear in $\delta$. The second derivative is $-2W_{ij}\le0$. A concave function of $\delta$ is lowest at an end of its interval, where one of the two occupations is 0 or 1. Repeating the move leaves at most one fractional orbital without raising the energy.

The theorem fails when a constraint forbids this move. If $f/2$ is placed in each spin of one spatial orbital, the energy contains $(f/2)^2J_{hh}$, with second derivative $+J_{hh}/2$. If $f/g$ is placed in each of $g$ degenerate orbitals of one spin, as in a spherically averaged open shell, it contains $(f/g)^2\sum_{i<j}W_{ij}$, again convex. The program tests the first case and the transfer formula by finite differences of the energy, with Hartree-Fock orbitals of lithium at $N=2.5$: the split $2s$ occupation has frozen curvature $+0.1170$, and the transfer between $2s$ and the next $s$ orbital of the same spin has $-0.1996$.

### The curvature formula for any hybrid

Let the energy be a twice differentiable function of $\gamma$, and expand around the minimizer $\gamma_0$ at some $f$ strictly inside the interval:
$$E[\gamma_0+\Delta]=E_0+\operatorname{tr}F\Delta+\tfrac12M(\Delta,\Delta)+\dots$$
Here $F=\delta E/\delta\gamma$ is the generalized Kohn-Sham operator and $M$ is the symmetric second variation. For a functional with a fraction $\alpha$ of Hartree-Fock exchange,
$$M(\Delta,\Delta')=\iint\frac{\rho_\Delta(\mathbf r)\rho_{\Delta'}(\mathbf r')-\alpha\sum_\sigma\Delta_\sigma(\mathbf r,\mathbf r')\Delta'_\sigma(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}+\delta^2E_{\rm sl}(\rho_\Delta,\rho_{\Delta'}),$$
where $\rho_\Delta$ is the density of $\Delta$ and the last term is the second variation of the semilocal part.

A change of occupation $\delta$ and a rotation of the orbitals by a real antisymmetric matrix $R$ give $\gamma=e^{R}(n+\delta P)e^{-R}$, where $n$ is the diagonal matrix of occupations and $P=|h\rangle\langle h|$. To second order,
$$\Delta=\delta P+[R,n]+\delta[R,P]+\tfrac12[R,[R,n]].$$
The elements of the first commutator are $x_{pq}\equiv[R,n]_{pq}=R_{pq}(n_q-n_p)$. They are symmetric in $p,q$ and vanish for equal occupations, so the independent variables are $x_I$ with $I=(p<q)$, $n_p\ne n_q$, and $[R,n]=\sum_Ix_IB_I$ with $B_I=|p\rangle\langle q|+|q\rangle\langle p|$.

At first order, $\operatorname{tr}F\Delta=\delta F_{hh}+2\sum_IF_{pq}x_I$. Stationarity under rotations requires $F_{pq}=0$ whenever $n_p\ne n_q$. Within a block of equal occupations the orbitals can be chosen to diagonalize $F$ without changing $\gamma$. Thus $F$ is diagonal with eigenvalues $\varepsilon_p$, and what is left of the first order is Janak's theorem,
$$E'(f)=\varepsilon_h(f).$$

At second order, $\operatorname{tr}F\Delta$ needs only the diagonal of $\Delta$. The term $\delta[R,P]$ has none, since the commutator of any matrix with a diagonal matrix has zero diagonal. For the last term, $\tfrac12[R,[R,n]]=\tfrac12(RRn-2RnR+nRR)$, and its $pp$ element is $\sum_qR_{pq}R_{qp}(n_p-n_q)=-\sum_qx_{pq}^2/(n_p-n_q)$, using $R_{qp}=-R_{pq}$ and $R_{pq}^2=x_{pq}^2/(n_p-n_q)^2$. Multiplying by $\varepsilon_p$, summing, and joining the $pq$ and $qp$ terms gives $\sum_Ix_I^2(\varepsilon_q-\varepsilon_p)/(n_p-n_q)$. Adding $\tfrac12M$ evaluated on the first-order part $\delta P+\sum x_IB_I$,
$$E=E_0+\varepsilon_h\delta+\tfrac12M_{hh}\delta^2+\delta\,b^{T}x+\tfrac12x^{T}Ax,$$
$$M_{hh}=M(P,P),\quad b_I=M(B_I,P),\quad A_{IJ}=M(B_I,B_J)+\delta_{IJ}\frac{2(\varepsilon_q-\varepsilon_p)}{n_p-n_q}.$$
At $\delta=0$ the energy is a minimum in $x$, so $A$ is positive definite if that minimum is non-degenerate. Setting the gradient $\delta\,b+Ax$ to zero gives $x=-\delta A^{-1}b$; then $\delta\,b^Tx=-\delta^2b^TA^{-1}b$ and $\tfrac12x^TAx=+\tfrac12\delta^2b^TA^{-1}b$. Twice the coefficient of $\delta^2$ is
$$\kappa(f)=M_{hh}-b^{T}A^{-1}b .$$
The first term is the frozen-orbital curvature. The second is relaxation, and it is never positive, for any functional.

In Hartree-Fock, $M_{hh}=J_{hh}-K_{hh}=0$, so every stable self-consistent branch is concave, also a local minimum. The coupling is $b_{pq}=2[(pq|hh)-\delta_{\sigma\sigma_h}(ph|qh)]$. If one member of the pair is $h$ itself, the two integrals coincide and $b=0$: orbital $h$ feels no field from its own occupation. Only the other electrons are driven. With one electron there are none, $b=0$, and $E(f)$ is exactly linear, which the program tests on Li$^{2+}$.

### Why semilocal exchange fails to cancel the self-repulsion

Take the family $E_{xc}=\alpha E_x^{\rm HF}+(1-\alpha)E_x^{\rm PBE}+E_c^{\rm PBE}$, called PBEh($\alpha$), which is PBE at $\alpha=0$ and PBE0 at $\alpha=\tfrac14$. With $\Delta=\Delta'=P$ the double integral in $M$ is $J_{hh}-\alpha J_{hh}$. Let $X$ and $C$ be the second derivatives of $E_x^{\rm PBE}$ and $E_c^{\rm PBE}$ with respect to $f$ at frozen orbitals. Then
$$M_{hh}=(1-\alpha)(J_{hh}+X)+C .$$
The combination $J_{hh}+X$ is the self-repulsion left uncancelled by semilocal exchange; the sign of $\kappa$ follows from comparing it with $C$ and the relaxation term.

The physical difference lies in the exchange hole. For one orbital with occupation $f$, the Hartree-Fock hole is $-|\gamma(\mathbf r,\mathbf r')|^2/\rho(\mathbf r)=-f\phi_h(\mathbf r')^2$. It holds $f$ electrons, exactly the self-density to be removed, and the energy scales as $f\cdot f$. A local functional takes its hole from the uniform gas, where it holds one whole electron at any density and has a radius proportional to $\rho^{-1/3}$. The energy per electron then scales as $\rho^{1/3}$ and the total as $f^{4/3}$.

The case of a frozen hydrogenic $1s$ orbital with local spin-density (LSDA) exchange can be done in closed form. The density is $\rho=(Z^3/\pi)e^{-2Zr}$. The charge inside $r$ is $q(r)=1-e^{-2Zr}(1+2Zr+2Z^2r^2)$, and the shells outside contribute $\int_r^\infty4\pi r'\rho\,dr'=e^{-2Zr}(2Z^2r+Z)$ to the potential. Adding $q/r$ gives $v_H=1/r-e^{-2Zr}(1/r+Z)$. With $\int_0^\infty r^ke^{-ar}dr=k!/a^{k+1}$,
$$J=4Z^3\int_0^\infty r^2e^{-2Zr}v_H\,dr=4Z^3\Big[\frac1{4Z^2}-\frac1{16Z^2}-\frac{2Z}{64Z^3}\Big]=\frac{5Z}8 .$$
Dirac exchange for an unpolarized density is $-\tfrac34(3/\pi)^{1/3}\int\rho^{4/3}$. Exchange acts within each spin, so a spin density $\rho_\sigma$ contributes half the unpolarized energy of $2\rho_\sigma$, a factor $\tfrac12 2^{4/3}=2^{1/3}$. Hence $E_x=-c\sum_\sigma\int\rho_\sigma^{4/3}$ with $c=\tfrac34(6/\pi)^{1/3}$. The integral is
$$\int\rho^{4/3}=\Big(\frac{Z^3}\pi\Big)^{4/3}4\pi\,\frac{2}{(8Z/3)^3}=\frac{27Z}{64\,\pi^{1/3}},\qquad E_x=-\frac{81}{256}\,6^{1/3}\pi^{-2/3}Z .$$
The frozen energy is a linear term plus $\tfrac12f^2J+f^{4/3}E_x$, and since $(f^{4/3})''=\tfrac49f^{-2/3}$,
$$\kappa_{\rm frozen}(f)=J+\tfrac49f^{-2/3}E_x .$$
For $Z=3$, $J=1.8750$ and $E_x=-0.8041$. At $f=1$ the self-interaction nearly cancels in the energy, $J/2+E_x=0.9375-0.8041=0.133$, but not in the curvature, $1.875-0.357=1.518$. Even a local exchange rescaled to give $E_x=-J/2$ would leave $J(1-\tfrac29)=\tfrac79J$. Its mean curvature would be $J-\tfrac23J=0.625$, against $0.803$ with the actual $E_x$ (below). The positive curvature comes mainly from the different powers of $f$, and only in smaller part from the error at the integer.

The same formula shows that convexity is not a theorem. The exchange term diverges to minus infinity as $f\to0$, and $\kappa_{\rm frozen}$ is negative below
$$f_c=\Big(\frac{-4E_x}{9J}\Big)^{3/2}=\Big(\frac{3.2164}{16.875}\Big)^{3/2}=0.1906^{3/2}=0.0832,$$
independent of $Z$ because $J$ and $E_x$ are both proportional to $Z$. The program finds the same zero from finite differences of a numerically integrated energy. The divergence is integrable, and the mean curvature is positive: $\int_0^1\kappa_{\rm frozen}\,df=J+\tfrac43E_x=1.875-1.072=0.803$.

When full orbitals of the same spin supply a density $\rho_c$, LSDA gives
$$X=-\tfrac49c\int\phi_h^4\,(\rho_c+f\phi_h^2)^{-2/3}.$$
It is negative, and most negative at $f\to0$, since the bracket grows with $f$. The density $\rho_c$ screens the singularity where it dominates. If $\rho_c\sim e^{-2k_cr}$ and $\phi_h\sim e^{-k_hr}$, the integrand at $f=0$ behaves as $e^{(4k_c/3-4k_h)r}$, so $X$ diverges only if $k_c>3k_h$ (up to powers of $r$ at equality). Whether $J_{hh}+X$ turns negative just above an integer in LSDA therefore depends on how far $h$ reaches beyond the other density of its spin. PBE multiplies the local exchange density by a bounded factor that depends on the reduced gradient, which itself changes with $f$; the exchange energy is then no longer a single pure power of $f$ over the whole interval, and the signs of $X$ and $C$ have to be computed. The defensible statement is that a semilocal $E(f)$ is convex wherever $J_{hh}$ outweighs $-X-C$ plus relaxation.

Hartree-Fock is concave between integers because only orbital relaxation bends its energy, while semilocal exchange leaves part of the self-repulsion uncancelled and so usually, though not at every $f$, gives a convex curve. It remains to say what cancelling the curvature means for a single $\alpha$, and to find that fraction for lithium.
